# Fano transmission of a mirror-symmetric resonator: one zero, one unit point: verification in Python

```python
"""
Result under test: a lossless mirror-symmetric resonator with one mode of parity
sigma (+1 even, -1 odd) and a flat partially reflecting background transmits
    T(x) = (t x - sigma r)^2 / (1 + x^2),   x = (omega - omega0)/gamma,
with r = cos(alpha), t = sin(alpha) the real background amplitudes and gamma the
amplitude decay rate. T = 0 only at x = sigma r/t; T = 1 only at x = -sigma t/r.
Time factor exp(-i omega t). Frequencies are vacuum wavenumbers k = omega/c (1/nm).
The independent side is a Fourier-mode Maxwell solution of a slit silicon membrane
with the electric field along the slits. Lengths are in nm.
"""
import numpy as np
import sympy as sp
from scipy.constants import c as light_speed
from scipy.integrate import solve_ivp
from scipy.linalg import toeplitz
from scipy.optimize import brentq, minimize_scalar

N_SI = 3.48            # rough refractive index of silicon near 1550 nm


def scatter(k, slab, n_si=N_SI, angle=0.0, n_below=1.0, orders=10):
    """Zero-order reflected and transmitted field amplitudes of the membrane."""
    height, period, slit = slab
    m = np.arange(-orders, orders + 1)
    size = len(m)
    fill = slit / period
    p = np.arange(2 * orders + 1)
    eps = -(n_si**2 - 1) * fill * np.sinc(p * fill) + n_si**2 * (p == 0)
    eps_matrix = toeplitz(eps, eps)
    kx = k * np.sin(angle) + 2 * np.pi * m / period + 0j

    def kz_outside(n):
        return np.where(m == 0, np.sqrt(n**2 * k**2 - kx**2),
                        1j * np.sqrt(kx**2 - n**2 * k**2))

    kz_top, kz_bottom = kz_outside(1.0), kz_outside(n_below)
    values, W = np.linalg.eig(np.diag(kx**2) - k**2 * eps_matrix)
    q = np.sqrt(values + 0j)
    X = np.exp(-q * height)
    one, zero = np.eye(size), np.zeros((size, size))
    # unknowns: waves from the top face, waves from the bottom face, r_m, t_m
    matrix = np.block([
        [W, W * X, -one, zero],
        [-W * q, W * (q * X), 1j * np.diag(kz_top), zero],
        [W * X, W, zero, -one],
        [-W * (q * X), W * q, zero, -1j * np.diag(kz_bottom)]])
    source = np.zeros(4 * size, complex)
    source[orders] = 1.0
    source[size + orders] = 1j * kz_top[orders]
    solution = np.linalg.solve(matrix, source)
    return solution[2 * size + orders], solution[3 * size + orders]


def channel(k, slab, sigma, **options):
    r_tot, t_tot = scatter(k, slab, **options)
    return r_tot + sigma * t_tot


def find_pole(slab, sigma, guess, width, **options):
    """Complex resonance frequency, by repeated fits of constant + one pole."""
    centre, scale = guess, width
    points = np.array([-1.0, 0.0, 1.0], complex)
    for shrink in (0.3, 0.03, 0.003, None):
        s = np.array([channel(centre + scale * y, slab, sigma, **options)
                      for y in points])
        system = np.column_stack([points, np.ones(3), s])
        pole = centre + scale * np.linalg.solve(system, s * points)[2]
        if shrink is not None:
            centre, scale = pole, shrink * abs(pole.imag)
            points = np.exp(2j * np.pi * np.arange(3) / 3)
    assert pole.imag < 0
    assert abs(channel(pole, slab, sigma, **options)) > 1e5
    return pole


def fano(x, alpha, sigma):
    return (np.sin(alpha) * x - sigma * np.cos(alpha))**2 / (1 + x**2)


def crossing(k, slab, **options):
    """Real function that changes sign where either amplitude vanishes."""
    r_tot, t_tot = scatter(k, slab, **options)
    return (t_tot * np.conj(r_tot)).imag


def analyse(slab, sigma):
    """Pole and background at line centre; then test the whole line shape."""
    k_scan = 2 * np.pi / np.arange(1400.0, 1750.0, 0.5)
    s = np.array([channel(k, slab, sigma) for k in k_scan])
    turn = np.abs(np.angle(s[1:] / s[:-1]))
    i = int(np.argmax(turn))
    width = 2 * abs(k_scan[i + 1] - k_scan[i]) / turn[i]
    pole = find_pole(slab, sigma, k_scan[i], width)
    k0, gamma = pole.real, -pole.imag
    r_tot, t_tot = scatter(k0, slab)
    c_resonant, c_other = -(r_tot + sigma * t_tot), r_tot - sigma * t_tot
    ratio = c_resonant / c_other if sigma == 1 else c_other / c_resonant
    alpha = np.angle(ratio) / 2
    x = np.linspace(-8, 8, 201)
    amplitudes = np.array([scatter(k0 + gamma * y, slab) for y in x])
    R, T = (np.abs(amplitudes)**2).T
    assert np.max(np.abs(R + T - 1)) < 1e-8
    g = (amplitudes[:, 1] * np.conj(amplitudes[:, 0])).imag
    zeros, units = [], []
    for j in np.nonzero(g[1:] * g[:-1] < 0)[0]:
        root = brentq(crossing, k0 + gamma * x[j], k0 + gamma * x[j + 1],
                      args=(slab,), xtol=1e-14)
        r_root, t_root = scatter(root, slab)
        assert min(abs(r_root)**2, abs(t_root)**2) < 1e-10
        (zeros if abs(t_root) < abs(r_root) else units).append(root)
    assert len(zeros) == 1 and len(units) == 1
    x_zero, x_unit = (zeros[0] - k0) / gamma, (units[0] - k0) / gamma
    pred_zero, pred_unit = sigma / np.tan(alpha), -sigma * np.tan(alpha)
    # The model neglects drift of the background phase; its scale is the
    # round-trip phase change of the slab over the detuning concerned.
    drift = 2 * N_SI * slab[0] * gamma
    for found, predicted in ((x_zero, pred_zero), (x_unit, pred_unit)):
        assert abs(found - predicted) < drift * abs(predicted) * (1 + predicted**2)
    near = np.abs(x) <= 5
    error = np.max(np.abs(T - fano(x, alpha, sigma))[near])
    assert error < 5 * drift
    return dict(k0=k0, gamma=gamma, alpha=alpha, k_zero=zeros[0], k_unit=units[0],
                x_zero=x_zero, x_unit=x_unit, pred_zero=pred_zero,
                pred_unit=pred_unit, error=error, pole=pole)


def wavelength(k):
    return 2 * np.pi / k


def slab_transmittance(k, slab):
    """Fabry-Perot transmittance of a uniform slab with the averaged permittivity."""
    height, period, slit = slab
    n = np.sqrt(N_SI**2 - (N_SI**2 - 1) * slit / period)
    return 1 / (1 + ((n**2 - 1) / (2 * n))**2 * np.sin(n * k * height)**2)


# --- Algebra: rational parametrisation r=(1-u^2)/(1+u^2), t=2u/(1+u^2) ---
xs, u = sp.symbols("x u", real=True)
rs, ts = (1 - u**2) / (1 + u**2), 2 * u / (1 + u**2)
for sign in (1, -1):
    factor = (xs - sp.I) / (xs + sp.I)
    s_even = (rs + sp.I * ts) * (factor if sign == 1 else 1)
    s_odd = (rs - sp.I * ts) * (factor if sign == -1 else 1)
    amplitude = (s_even - s_odd) / 2
    formula = (ts * xs - sign * rs)**2 / (1 + xs**2)
    difference = sp.together(amplitude * sp.conjugate(amplitude) - formula)
    assert sp.expand(sp.fraction(difference)[0]) == 0
    case = formula.subs(u, sp.Rational(1, 3))
    for expression in (case, 1 - case):
        numerator = sp.fraction(sp.cancel(expression))[0]
        assert list(sp.roots(numerator, xs).values()) == [2]

# --- Energy balance: pulse through one channel, decay rate 1, |d|^2 = 2 ---
times = np.linspace(-8, 25, 6601)
c_bg, d_out = np.exp(0.4j), np.sqrt(2) * np.exp(1.1j)


def pulse(time):
    return np.exp(-time**2 / 2 - 0.7j * time)


def energy_ratio(kappa):
    run = solve_ivp(lambda time, a: -a + kappa * pulse(time), (-8, 25), [0j],
                    t_eval=times, rtol=1e-9, atol=1e-12, max_step=0.5)
    out = c_bg * pulse(times) + d_out * run.y[0]
    return np.sum(np.abs(out)**2) / np.sum(np.abs(pulse(times))**2)


kappa_right = -c_bg * np.conj(d_out)
ratio_right = energy_ratio(kappa_right)
ratio_wrong = energy_ratio(kappa_right * np.exp(0.5j))
assert abs(ratio_right - 1) < 1e-5 and abs(ratio_wrong - 1) > 0.1

# --- Maxwell tests: even mode, narrower slits, odd mode ---
membrane, narrow, thick = (300.0, 570.0, 50.0), (300.0, 570.0, 25.0), (500.0, 650.0, 50.0)
main, fine, odd = analyse(membrane, 1), analyse(narrow, 1), analyse(thick, -1)
assert fine["gamma"] < main["gamma"] and fine["error"] < main["error"]
fine_slab_T = slab_transmittance(fine["k0"], narrow)
assert abs(fine_slab_T - np.sin(fine["alpha"])**2) < 0.1

k0, gamma, alpha = main["k0"], main["gamma"], main["alpha"]
lam0 = wavelength(k0)
r2, t2 = np.cos(alpha)**2, np.sin(alpha)**2
nm_per_k = lam0**2 / (2 * np.pi)
pole_more = find_pole(membrane, 1, k0, gamma, orders=16)
truncation = wavelength(pole_more.real) - lam0
assert abs(truncation) < 0.5

# --- Neglected effects, for the same membrane ---
# Intrinsic loss, entered as an absorbing index with material quality factor 1e4
Q_LOSS = 1e4
n_lossy = N_SI * (1 + 0.5j / Q_LOSS)
gamma_i = -find_pole(membrane, 1, k0, gamma, n_si=n_lossy).imag - gamma


def lossy_fano(delta):
    top = (np.sin(alpha) * delta - gamma * np.cos(alpha))**2 + t2 * gamma_i**2
    return top / (delta**2 + (gamma + gamma_i)**2)


floor_wave = abs(scatter(main["k_zero"], membrane, n_si=n_lossy)[1])**2
peak_wave = abs(scatter(main["k_unit"], membrane, n_si=n_lossy)[1])**2
floor_model = lossy_fano(gamma * main["pred_zero"])
peak_model = lossy_fano(gamma * main["pred_unit"])
# background absorption is absent from the model: a few per cent of each effect
assert abs(floor_wave / floor_model - 1) < 0.2
assert abs((1 - peak_wave) / (1 - peak_model) - 1) < 0.2

# Oxide on one side breaks the mirror symmetry
N_OXIDE = 1.44


def oxide_T(lam):
    return N_OXIDE * abs(scatter(2 * np.pi / lam, membrane, n_below=N_OXIDE)[1])**2


lam_grid = np.arange(lam0 - 40, lam0 + 80, 0.5)
T_grid = np.array([oxide_T(lam) for lam in lam_grid])


def refine(function, start):
    return minimize_scalar(function, bounds=(start - 0.5, start + 0.5),
                           method="bounded", options={"xatol": 1e-7}).fun


oxide_min = refine(oxide_T, lam_grid[np.argmin(T_grid)])
oxide_max = 1 - refine(lambda lam: 1 - oxide_T(lam), lam_grid[np.argmax(T_grid)])
assert oxide_min < 1e-8 and oxide_max < 1 - 1e-4

# Beam divergence, heating, slit error, silicon dispersion
WAIST = 100e3
divergence = lam0 / (np.pi * WAIST)
tilt_T = abs(scatter(main["k_zero"], membrane, angle=divergence)[1])**2
DN_DT, HEATING = 1.8e-4, 10.0
n_hot = N_SI + DN_DT * HEATING
hot_shift = wavelength(find_pole(membrane, 1, k0, gamma, n_si=n_hot).real) - lam0
hot_T = abs(scatter(main["k_zero"], membrane, n_si=n_hot)[1])**2
wide_shift = wavelength(find_pole((300.0, 570.0, 52.0), 1, k0, gamma).real) - lam0
DN_DLAMBDA = -8e-5


def dispersive_crossing(k):
    return crossing(k, membrane, n_si=N_SI + DN_DLAMBDA * (wavelength(k) - lam0))


dispersive = [wavelength(brentq(dispersive_crossing, k - gamma / 2, k + gamma / 2,
                                xtol=1e-14)) for k in (main["k_zero"], main["k_unit"])]

# --- Printed numbers ---
print("Membrane thickness, period, slit (nm):", *membrane)
print("Silicon index (rough):", N_SI)
print(f"Resonance wavelength: {lam0:.2f} nm")
print(f"Amplitude decay rate as wavelength half-width: {gamma * nm_per_k:.3f} nm")
print(f"gamma/(2 pi): {gamma * 1e9 * light_speed / (2 * np.pi) / 1e9:.1f} GHz")
print(f"Quality factor omega0/(2 gamma): {k0 / (2 * gamma):.1f}")
print(f"Background angle alpha: {alpha:.4f} rad")
print(f"Background amplitudes r, t: {np.cos(alpha):.4f}, {np.sin(alpha):.4f}")
print(f"Background reflectance, transmittance: {r2:.4f}, {t2:.4f}")
print(f"Averaged uniform slab transmittance: {slab_transmittance(k0, membrane):.4f}")
print(f"Fano parameter q = -r/t: {-1 / np.tan(alpha):.4f}")
print(f"x of zero, formula and Maxwell: {main['pred_zero']:.4f}, {main['x_zero']:.4f}")
print(f"x of unit point, formula and Maxwell: {main['pred_unit']:.4f}, {main['x_unit']:.4f}")
print(f"Product of the two Maxwell x values: {main['x_zero'] * main['x_unit']:.4f}")
for name, key in (("zero", "zero"), ("unit point", "unit")):
    predicted = wavelength(k0 + gamma * main["pred_" + key])
    print(f"Wavelength of {name}, formula and Maxwell: {predicted:.3f}, "
          f"{wavelength(main['k_' + key]):.3f} nm")
separation = abs(wavelength(main["k_zero"]) - wavelength(main["k_unit"]))
print(f"Separation gamma/|rt|, as wavelength: {gamma * nm_per_k / np.sqrt(r2 * t2):.3f} nm")
print(f"Separation from Maxwell: {separation:.3f} nm")
for x_value in (-4.0, -2.0, 0.0, 2.0, 4.0):
    T_wave = abs(scatter(k0 + gamma * x_value, membrane)[1])**2
    print(f"T at x={x_value:+.0f}, formula and Maxwell: "
          f"{fano(x_value, alpha, 1):.4f}, {T_wave:.4f}")
print(f"Largest error of T for |x|<=5, 50 nm slits: {main['error']:.4f}")
print(f"Same, 25 nm slits: {fine['error']:.4f}")
print(f"25 nm slits: wavelength {wavelength(fine['k0']):.2f} nm, "
      f"Q {fine['k0'] / (2 * fine['gamma']):.1f}")
print(f"25 nm slits: background T, averaged slab T: "
      f"{np.sin(fine['alpha'])**2:.4f}, {fine_slab_T:.4f}")
print("Odd-mode membrane thickness, period, slit (nm):", *thick)
print(f"Odd mode: wavelength {wavelength(odd['k0']):.2f} nm, "
      f"Q {odd['k0'] / (2 * odd['gamma']):.1f}, alpha {odd['alpha']:.4f} rad")
print(f"Odd mode x of zero, formula and Maxwell: {odd['pred_zero']:.4f}, {odd['x_zero']:.4f}")
print(f"Odd mode x of unit, formula and Maxwell: {odd['pred_unit']:.4f}, {odd['x_unit']:.4f}")
print(f"Pulse energy out/in, right coupling phase: {ratio_right:.6f}")
print(f"Pulse energy out/in, phase wrong by 0.5 rad: {ratio_wrong:.4f}")
print(f"Resonance shift, 16 instead of 10 Fourier orders: {truncation:.4f} nm")
print(f"Loss: material Q {Q_LOSS:.0f}, gamma_i/gamma {gamma_i / gamma:.5f}")
print(f"Loss: T at zero, formula and Maxwell: {floor_model:.3e}, {floor_wave:.3e}")
print(f"Loss: T at unit point, formula and Maxwell: {peak_model:.5f}, {peak_wave:.5f}")
print(f"Oxide (index {N_OXIDE}) below: min T {oxide_min:.1e}, max T {oxide_max:.5f}")
print(f"Beam waist {WAIST / 1e3:.0f} um: divergence {np.degrees(divergence):.3f} deg, "
      f"T at zero {tilt_T:.3e}")
print(f"Heating {HEATING:.0f} K (dn/dT {DN_DT:.1e} 1/K): shift {hot_shift:.3f} nm, "
      f"T at old zero {hot_T:.3e}")
print(f"Slits 2 nm wider: resonance shift {wide_shift:.3f} nm")
print(f"Silicon dispersion {DN_DLAMBDA:.0e} 1/nm: separation "
      f"{abs(dispersive[0] - dispersive[1]):.3f} nm")
print("success")
```

It prints:

```
Membrane thickness, period, slit (nm): 300.0 570.0 50.0
Silicon index (rough): 3.48
Resonance wavelength: 1566.28 nm
Amplitude decay rate as wavelength half-width: 1.799 nm
gamma/(2 pi): 219.9 GHz
Quality factor omega0/(2 gamma): 435.2
Background angle alpha: 0.6835 rad
Background amplitudes r, t: 0.7754, 0.6315
Background reflectance, transmittance: 0.6012, 0.3988
Averaged uniform slab transmittance: 0.4242
Fano parameter q = -r/t: -1.2277
x of zero, formula and Maxwell: 1.2277, 1.2335
x of unit point, formula and Maxwell: -0.8145, -0.8170
Product of the two Maxwell x values: -1.0078
Wavelength of zero, formula and Maxwell: 1564.076, 1564.066 nm
Wavelength of unit point, formula and Maxwell: 1567.749, 1567.753 nm
Separation gamma/|rt|, as wavelength: 3.675 nm
Separation from Maxwell: 3.688 nm
T at x=-4, formula and Maxwell: 0.6412, 0.6484
T at x=-2, formula and Maxwell: 0.8310, 0.8338
T at x=+0, formula and Maxwell: 0.6012, 0.6012
T at x=+2, formula and Maxwell: 0.0476, 0.0460
T at x=+4, formula and Maxwell: 0.1803, 0.1747
Largest error of T for |x|<=5, 50 nm slits: 0.0093
Same, 25 nm slits: 0.0027
25 nm slits: wavelength 1630.83 nm, Q 1706.5
25 nm slits: background T, averaged slab T: 0.4378, 0.4451
Odd-mode membrane thickness, period, slit (nm): 500.0 650.0 50.0
Odd mode: wavelength 1521.27 nm, Q 334.6, alpha -0.7712 rad
Odd mode x of zero, formula and Maxwell: 1.0288, 1.0424
Odd mode x of unit, formula and Maxwell: -0.9720, -0.9843
Pulse energy out/in, right coupling phase: 1.000000
Pulse energy out/in, phase wrong by 0.5 rad: 1.8791
Resonance shift, 16 instead of 10 Fourier orders: 0.0208 nm
Loss: material Q 10000, gamma_i/gamma 0.04237
Loss: T at zero, formula and Maxwell: 2.761e-04, 2.706e-04
Loss: T at unit point, formula and Maxwell: 0.95096, 0.95082
Oxide (index 1.44) below: min T 2.1e-12, max T 0.99087
Beam waist 100 um: divergence 0.286 deg, T at zero 8.177e-05
Heating 10 K (dn/dT 1.8e-04 1/K): shift 0.789 nm, T at old zero 1.985e-02
Slits 2 nm wider: resonance shift -5.116 nm
Silicon dispersion -8e-05 1/nm: separation 3.563 nm
success
```
